# Drift of a Circular Monolayer Island Under an Electromigration Force: verification in Python

```python
"""Drift of a circular monolayer island by edge diffusion under a uniform force.

Result under test: V = Omega * De * ce * F / (kB * T * R), along the force.
Omega: area per atom; De: edge diffusivity; ce: mobile edge atoms per length;
F: force per edge atom; R: island radius; gamma: isotropic line tension.
Edge law: current j = L*(F.t - d(mu)/ds), L = De*ce/(kB*T),
mu = Omega*gamma*curvature, normal velocity = -Omega*dj/ds.
The scaled simulations use Omega*L = 1 and Omega*gamma = 1.
chi = F*R^2/(Omega*gamma) compares the force with capillarity.
"""
import numpy as np
from scipy.integrate import solve_ivp
from scipy import constants as const

# ---------- full nonlinear edge law on a spectral polar grid ----------
n_grid = 49
theta = 2 * np.pi * np.arange(n_grid) / n_grid
wave = np.fft.fftfreq(n_grid) * n_grid
deriv = np.real(np.fft.ifft(
    1j * wave[:, None] * np.fft.fft(np.eye(n_grid), axis=0), axis=0))


def edge_law(r, force, aniso=0.0):
    """Return dr/dt in the centroid frame, centroid velocity, curvature."""
    x, y = r * np.cos(theta), r * np.sin(theta)
    xp, yp = deriv @ x, deriv @ y
    g = np.hypot(xp, yp)
    curvature = (xp * (deriv @ yp) - yp * (deriv @ xp)) / g**3
    nx, ny = yp / g, -xp / g
    mobility = 1 + aniso * np.cos(6 * np.arctan2(ny, nx))
    current = mobility * (force * xp / g - (deriv @ curvature) / g)
    v_normal = -(deriv @ current) / g
    area_sum = 0.5 * np.sum(r**2)
    ux = np.sum(x * v_normal * g) / area_sum
    uy = np.sum(y * v_normal * g) / area_sum
    r_dot = (v_normal - ux * nx - uy * ny) * g / r
    return r_dot, np.array([ux, uy]), curvature


# Distorted islands must become circles and drift at force/radius.
sim_force = 3.0
sim_radius, sim_speed = [], []
for r0 in (0.8, 1.6):
    start = r0 * (1 + 0.10 * np.cos(2 * theta) + 0.05 * np.sin(3 * theta))
    run = solve_ivp(lambda t, r: edge_law(r, sim_force)[0], (0, 4 * r0**4),
                    start, method="BDF", rtol=1e-7, atol=1e-9)
    assert run.success
    final = run.y[:, -1]
    r_area = np.sqrt(np.mean(final**2))
    assert abs(r_area / np.sqrt(np.mean(start**2)) - 1) < 1e-4
    _, drift, curv = edge_law(final, sim_force)
    assert np.max(np.abs(curv * r_area - 1)) < 1e-3
    assert abs(drift[0] * r_area / sim_force - 1) < 1e-4
    assert abs(drift[1]) < 1e-3
    sim_radius.append(r_area)
    sim_speed.append(drift[0])
sim_exponent = (np.log(sim_speed[1] / sim_speed[0])
                / np.log(sim_radius[1] / sim_radius[0]))
assert abs(sim_exponent + 1) < 1e-3


# ---------- linear stability of the moving circle ----------
def mode_matrix(chi, n_max):
    """Derived evolution matrix for shape harmonics 2..n_max."""
    n = np.arange(2, n_max + 1)
    m = np.diag(-(n**2) * (n**2 - 1.0))
    for i in range(len(n) - 1):
        m[i, i + 1] = chi / 2 * (n[i + 1]**2 - 1)
        m[i + 1, i] = chi / 2 * (n[i]**2 - 1)
    return m


def numerical_matrix(chi, n_max, wave_function):
    """Same matrix by differencing the full nonlinear edge law."""
    modes = range(2, n_max + 1)
    h = 1e-5
    m = np.zeros((n_max - 1, n_max - 1))
    for col, n in enumerate(modes):
        bump = h * wave_function(n * theta)
        change = (edge_law(1 + bump, chi)[0]
                  - edge_law(1 - bump, chi)[0]) / (2 * h)
        for row, k in enumerate(modes):
            m[row, col] = 2 * np.mean(change * wave_function(k * theta))
    return m


for func in (np.cos, np.sin):
    gap = numerical_matrix(9.0, 7, func) - mode_matrix(9.0, 7)
    assert np.max(np.abs(gap)) < 0.02  # entries reach 2352

n_low = np.arange(2, 40)
off_diag = 1 / (n_low * (n_low + 1.0))
threshold_matrix = np.diag(off_diag, 1) + np.diag(off_diag, -1)
chi_c = 2 / np.max(np.linalg.eigvalsh(threshold_matrix))
growth = [np.max(np.linalg.eigvals(
    numerical_matrix(f * chi_c, 8, np.cos)).real) for f in (0.98, 1.02)]
assert growth[0] < 0 < growth[1]

# ---------- sixfold edge mobility: small steady distortion ----------
chi_t, eps_t = 0.01, 0.01


def distortion(n, chi, eps):
    """First-order steady relative amplitude of harmonic 5 or 7."""
    sign = -1 if n == 5 else 1
    return sign * chi * eps / (2 * n * (n**2 - 1))


circle = np.ones(n_grid)
bent = circle + sum(distortion(n, chi_t, eps_t) * np.cos(n * theta)
                    for n in (5, 7))
rate_circle, drift_aniso, _ = edge_law(circle, chi_t, eps_t)
rate_bent = edge_law(bent, chi_t, eps_t)[0]
for n in (5, 7):
    before = np.mean(rate_circle * np.cos(n * theta))
    after = np.mean(rate_bent * np.cos(n * theta))
    assert abs(after) < 0.03 * abs(before)
assert abs(drift_aniso[0] / chi_t - 1) < 1e-6

# ---------- worked example: rough close-packed metal values ----------
temperature = 400.0          # K
spacing = 0.25               # nm
omega = spacing**2           # nm^2
gamma = 0.8                  # eV/nm
attempt = 1e12               # 1/s
barrier_edge = 0.65          # eV, formation plus edge hopping
barrier_terrace = 0.90       # eV, formation plus terrace hopping
resistivity = 3e-6           # ohm cm
current_density = 1e7        # A/cm^2
valence = -20.0              # effective charge number, electron wind
radius = 20.0                # nm
eps_example = 0.5            # sixfold mobility modulation

kt = const.k / const.e * temperature
field = resistivity * current_density              # V/cm
force = abs(valence) * field * 1e-7                # eV/nm
edge_transport = attempt * spacing * np.exp(-barrier_edge / kt)  # De*ce
terrace_transport = attempt * np.exp(-barrier_terrace / kt)      # D*ceq


def speed(rad):
    return omega * edge_transport * force / (kt * rad)


def island_diffusivity(rad):
    return omega**2 * edge_transport / (np.pi * rad**3)


# Explicit sum over biased atomic hops between sites around the island.
n_sites = int(round(2 * np.pi * radius / spacing))
angle = 2 * np.pi * np.arange(n_sites + 1) / n_sites
hop_x = np.diff(radius * np.cos(angle))
arc = 2 * np.pi * radius / n_sites
hop_rate = edge_transport / arc     # occupation times rate, each direction
forward = hop_rate * np.exp(force * hop_x / (2 * kt))
backward = hop_rate * np.exp(-force * hop_x / (2 * kt))
shift = omega * hop_x / (np.pi * radius**2)
hop_speed = np.sum(shift * (forward - backward))
hop_diffusivity = 0.5 * np.sum(shift**2 * (forward + backward))
n_atoms = np.pi * radius**2 / omega
assert abs(hop_speed / speed(radius) - 1) < 1e-4
assert abs(hop_diffusivity / island_diffusivity(radius) - 1) < 1e-4
assert abs(hop_diffusivity * n_atoms * force / (kt * hop_speed) - 1) < 1e-4

# Curvature-enhanced edge density and the resulting local exponent.
cap_length = omega * gamma / kt


def speed_curved(rad):
    return speed(rad) * np.exp(cap_length / rad)


d = 1e-4
local_exponent = (np.log(speed_curved(radius * (1 + d)))
                  - np.log(speed_curved(radius * (1 - d)))) / (
                      np.log(1 + d) - np.log(1 - d))
assert abs(local_exponent + 1 + cap_length / radius) < 1e-6

# Terrace exchange from the outer side only: arrivals minus departures.
phi = 2 * np.pi * np.arange(400) / 400
outer_flux = terrace_transport * force / kt
arrival = -outer_flux * np.cos(phi)
terrace_speed = (omega / (np.pi * radius**2) * np.mean(
    radius * np.cos(phi) * arrival) * 2 * np.pi * radius)
assert abs(terrace_speed / (-omega * outer_flux) - 1) < 1e-10
crossover = edge_transport / terrace_transport
assert abs(abs(terrace_speed) / speed(crossover) - 1) < 1e-10

chi = force * radius**2 / (omega * gamma)
radius_c = np.sqrt(chi_c * omega * gamma / force)
tau = radius**4 * kt / (omega**2 * gamma * edge_transport)
drift_time = radius / speed(radius)
wander = np.sqrt(2 * island_diffusivity(radius) * drift_time)
assert chi < chi_c and force * spacing / kt < 0.01

print("SCALED SIMULATION (dimensionless)")
print(f"force: {sim_force:.1f}")
for rr, vv in zip(sim_radius, sim_speed):
    print(f"radius {rr:.5f}: drift speed {vv:.5f}, product {rr*vv:.5f}")
print(f"fitted exponent of speed against radius: {sim_exponent:.5f}")
print(f"critical chi: {chi_c:.4f}; its square root: {np.sqrt(chi_c):.4f}")
print(f"growth rate at 0.98 critical chi: {growth[0]:.4f} per tau")
print(f"growth rate at 1.02 critical chi: {growth[1]:.4f} per tau")
print("EXAMPLE INPUTS (rough values)")
print(f"temperature: {temperature:.0f} K; kT: {kt:.5f} eV")
print(f"atomic spacing: {spacing:.2f} nm; area per atom: {omega:.4f} nm^2")
print(f"line tension: {gamma:.2f} eV/nm")
print(f"attempt rate: {attempt:.1e} 1/s")
print(f"edge transport activation energy: {barrier_edge:.2f} eV")
print(f"terrace transport activation energy: {barrier_terrace:.2f} eV")
print(f"resistivity: {resistivity:.1e} ohm cm")
print(f"current density: {current_density:.1e} A/cm^2")
print(f"effective charge number: {valence:.0f}")
print("EXAMPLE RESULTS")
print(f"electric field: {field:.1f} V/cm")
print(f"force per edge atom: {force:.3e} eV/nm")
print(f"force times spacing over kT: {force*spacing/kt:.3e}")
print(f"edge transport De*ce: {edge_transport:.1f} nm/s")
for rr in (10.0, 20.0, 40.0):
    print(f"drift speed at R = {rr:.0f} nm: {speed(rr):.5f} nm/s")
print(f"speed at R = {radius:.0f} nm, converted: "
      f"{speed(radius)*3600:.2f} nm/h")
print(f"speed from atomic hop sum: {hop_speed:.5f} nm/s")
print(f"atoms in island, R = {radius:.0f} nm: {n_atoms:.0f}")
print(f"chi at this radius: {chi:.3f}")
print(f"critical radius for stability: {radius_c:.1f} nm")
print(f"shape time tau: {tau:.0f} s; zero-force n=2 decay: {tau/12:.1f} s")
print(f"time to drift one radius: {drift_time:.0f} s")
print(f"island diffusivity: {island_diffusivity(radius):.3e} nm^2/s")
print(f"rms thermal wandering along force in that time: {wander:.2f} nm")
print("NEGLECTED EFFECTS AT THIS RADIUS")
print(f"capillary length Omega*gamma/kT: {cap_length:.3f} nm")
print(f"curvature increase of speed: "
      f"{100*(speed_curved(radius)/speed(radius)-1):.2f} %")
print(f"local exponent with curvature effect: {local_exponent:.4f}")
print(f"terrace transport D*ceq: {terrace_transport:.3f} 1/s")
print(f"one-sided terrace drift: {terrace_speed:.3e} nm/s")
print(f"its size relative to edge drift: "
      f"{100*abs(terrace_speed)/speed(radius):.2f} %")
print(f"radius where both are equal: {crossover:.0f} nm")
print(f"sixfold mobility modulation: {eps_example:.2f}")
print(f"fivefold distortion amplitude / R: "
      f"{distortion(5, chi, eps_example):.2e}")
print(f"sevenfold distortion amplitude / R: "
      f"{distortion(7, chi, eps_example):.2e}")
print("OK")
```

Printed output:

```
SCALED SIMULATION (dimensionless)
force: 3.0
radius 0.80250: drift speed 3.73834, product 3.00000
radius 1.60499: drift speed 1.86917, product 3.00000
fitted exponent of speed against radius: -1.00000
critical chi: 10.6493; its square root: 3.2633
growth rate at 0.98 critical chi: -0.4995 per tau
growth rate at 1.02 critical chi: 0.5115 per tau
EXAMPLE INPUTS (rough values)
temperature: 400 K; kT: 0.03447 eV
atomic spacing: 0.25 nm; area per atom: 0.0625 nm^2
line tension: 0.80 eV/nm
attempt rate: 1.0e+12 1/s
edge transport activation energy: 0.65 eV
terrace transport activation energy: 0.90 eV
resistivity: 3.0e-06 ohm cm
current density: 1.0e+07 A/cm^2
effective charge number: -20
EXAMPLE RESULTS
electric field: 30.0 V/cm
force per edge atom: 6.000e-05 eV/nm
force times spacing over kT: 4.352e-04
edge transport De*ce: 1615.5 nm/s
drift speed at R = 10 nm: 0.01758 nm/s
drift speed at R = 20 nm: 0.00879 nm/s
drift speed at R = 40 nm: 0.00439 nm/s
speed at R = 20 nm, converted: 31.64 nm/h
speed from atomic hop sum: 0.00879 nm/s
atoms in island, R = 20 nm: 20106
chi at this radius: 0.480
critical radius for stability: 94.2 nm
shape time tau: 1092 s; zero-force n=2 decay: 91.0 s
time to drift one radius: 2276 s
island diffusivity: 2.511e-04 nm^2/s
rms thermal wandering along force in that time: 1.07 nm
NEGLECTED EFFECTS AT THIS RADIUS
capillary length Omega*gamma/kT: 1.451 nm
curvature increase of speed: 7.52 %
local exponent with curvature effect: -1.0725
terrace transport D*ceq: 4.576 1/s
one-sided terrace drift: -4.978e-04 nm/s
its size relative to edge drift: 5.67 %
radius where both are equal: 353 nm
sixfold mobility modulation: 0.50
fivefold distortion amplitude / R: -1.00e-03
sevenfold distortion amplitude / R: 3.57e-04
OK
```
